# Breakdown sensitivity of a resistance-optimal punch-through drift layer

A vertical power device blocks voltage across a uniformly doped n-type drift layer of thickness $W$ and donor density $N$. The layer lies between a heavily doped p-type region at $x=0$ and a heavily doped n-type substrate at $x=W$. Its permittivity is $\varepsilon$, its electron mobility is $\mu$, and $q>0$ is the elementary charge.

Assume one-dimensional fields, complete donor ionization, and negligible voltage across the heavily doped regions. Breakdown occurs when the largest field in the layer reaches a critical field $E_c$, which does not depend on $N$ or $W$. In the on-state the whole layer conducts, with specific resistance

$$R=\frac{W}{q\mu N}.$$

## Part (a)

**Question.** Find the breakdown voltage $V$ when the layer is fully depleted, and when part of it remains undepleted.

**Answer.** Let $E(x)$ be the magnitude of the field. Ionized donors carry charge density $+qN$, and the field is largest at the p-type side. Gauss's law makes its magnitude fall at the rate $qN/\varepsilon$, so at breakdown

$$E(x)=E_c-\frac{qNx}{\varepsilon}.$$

Define $u=qNW/(\varepsilon E_c)$, the fraction of $E_c$ that the donors would remove across the full thickness. For $u\le1$ the field reaches the substrate, which is the punch-through condition. The voltage is the area under the field profile:

$$V=\int_0^W E\,dx=E_cW-\frac{qNW^2}{2\varepsilon}=E_cW\left(1-\frac u2\right).$$

For $u>1$ the field vanishes at $x_d=\varepsilon E_c/(qN)<W$. The profile is a triangle, and

$$V=\frac12E_cx_d=\frac{\varepsilon E_c^2}{2qN}.$$

Thickness beyond $x_d$ then adds resistance but no blocking voltage.

## Part (b)

**Question.** For a prescribed $V$, find the layer of least resistance, and show that the minimum is global.

**Answer.** Take the punch-through case first. Solving the voltage equation for the donor charge gives

$$qN=\frac{2\varepsilon(E_cW-V)}{W^2},\qquad R=\frac{W^3}{2\mu\varepsilon(E_cW-V)}.$$

Put $w=E_cW/V$. Part (a) gives $w=1/(1-u/2)$, so $0<u\le1$ corresponds to $1<w\le2$. Substituting $W=wV/E_c$,

$$R=\frac{V^2}{2\mu\varepsilon E_c^3}\,\frac{w^3}{w-1}.$$

Near $w=1$ the layer is thin but almost undoped, and $R$ diverges. To locate the minimum, expand

$$\left(w-\tfrac32\right)^2(w+3)=w^3-\tfrac{27}{4}w+\tfrac{27}{4}=w^3-\tfrac{27}{4}(w-1),$$

and divide by $w-1>0$:

$$\frac{w^3}{w-1}-\frac{27}{4}=\frac{(w-\frac32)^2(w+3)}{w-1}\ge0.$$

Equality holds at $w=3/2$ alone.

If part of the layer is undepleted, the prescribed voltage fixes $qN=\varepsilon E_c^2/(2V)$. Then $R=2VW/(\mu\varepsilon E_c^2)$ rises with $W$, so the best choice is the just-depleted layer, $W=2V/E_c$. This is the point $w=2$ of the previous curve, where $w^3/(w-1)=8$. Its resistance exceeds the minimum by the factor $8/(27/4)=32/27$, or about 19%.

Among uniformly doped layers, the global optimum is therefore

$$W=\frac{3V}{2E_c},\qquad u=2\left(1-\frac1w\right)=\frac23,\qquad N=\frac{2\varepsilon E_c}{3qW},$$

$$R_{\min}=\frac{27V^2}{8\mu\varepsilon E_c^3}.$$

The field at the substrate is $E_c(1-u)=E_c/3$. The bound holds for uniform doping only. Under the same assumptions, two sublayers of different doping lower the coefficient $27/8=3.375$ to 3.125, and eight lower it to 3.01.

## Part (c)

**Question.** The optimal layer has been chosen. Now vary its doping and thickness independently, with $E_c$ fixed. Show that

$$S_N=\left.\frac{\partial\ln V}{\partial\ln N}\right|_W=-\frac12,\qquad S_W=\left.\frac{\partial\ln V}{\partial\ln W}\right|_N=+\frac12,$$

and explain why the magnitudes are equal.

**Answer.** The voltage was prescribed in order to select the design. It must now be free to change, so differentiate the formula of part (a) before inserting the optimum:

$$N\frac{\partial V}{\partial N}=-\frac{qNW^2}{2\varepsilon}=-\frac u2E_cW,$$

$$W\frac{\partial V}{\partial W}=E_cW-\frac{qNW^2}{\varepsilon}=(1-u)E_cW.$$

Dividing both by $V=E_cW(1-u/2)$ gives

$$S_N=-\frac{u}{2-u},\qquad S_W=\frac{2(1-u)}{2-u}.$$

At $u=2/3$, the first is $-(2/3)/(4/3)=-1/2$ and the second is $(2/3)/(4/3)=+1/2$, as required.

Geometrically, a thin extra slice at the substrate adds voltage $E(W)\,dW$. Thus $S_W$ is the far-end field divided by the mean field $V/W$, here $(E_c/3)/(2E_c/3)=1/2$. In the lightly doped limit $u\to0$ the pair $(S_N,S_W)$ tends to $(0,1)$. At the just-depleted limit $u=1$ it is $(-1,0)$.

Two relations explain the equal magnitudes.

1. The voltage has the form $V=Wf(NW)$. If $s$ is the logarithmic slope of $f$ with respect to its argument, then $S_N=s$ and $S_W=1+s$. Hence $S_W=1+S_N$.
2. At the optimum, a small step along constant $V$ leaves $R$ unchanged to first order. Since $R\propto W/N$, that step has $d\ln W=d\ln N$. Constant $V$ requires $S_N\,d\ln N+S_W\,d\ln W=0$, so $S_N+S_W=0$.

Together they give $S_N=-1/2$ and $S_W=+1/2$.

## Part (d)

**Question.** Design a layer for $V=1500$ V with $E_c=2.5$ MV/cm, relative permittivity 10 and $\mu=900$ cm²/Vs. Find the effect of errors of $\pm10\%$ in doping and $\pm5\%$ in thickness.

**Answer.** These are rough values typical of 4H silicon carbide, with current along the c axis. Using $\varepsilon=8.854\times10^{-13}$ F/cm,

$$W=\frac{3(1500\ \mathrm V)}{2(2.5\times10^6\ \mathrm{V/cm})}=9.0\times10^{-4}\ \mathrm{cm}=9.0\ \mu\mathrm m,$$

$$N=\frac{2(8.854\times10^{-13})(2.5\times10^6)}{3(1.602\times10^{-19})(9.0\times10^{-4})}\ \mathrm{cm^{-3}}=1.02\times10^{16}\ \mathrm{cm^{-3}},$$

$$R_{\min}=\frac{27(1500)^2}{8(900)(8.854\times10^{-13})(2.5\times10^6)^3}\ \Omega\,\mathrm{cm^2}=0.61\ \mathrm{m\Omega\,cm^2}.$$

The far-end field is 0.83 MV/cm.

Let the actual doping and thickness be $N(1+n)$ and $W(1+t)$. At the nominal design, $qNW^2/(2\varepsilon)=E_cW/3$ and $V=2E_cW/3$. Therefore

$$\frac{V'}{V}=\frac32(1+t)-\frac12(1+n)(1+t)^2$$

$$=1-\frac n2+\frac t2-nt-\frac{t^2}{2}-\frac{nt^2}{2}.$$

This holds while the layer remains fully depleted, $\frac23(1+n)(1+t)\le1$, which all four corners satisfy.

| Doping error | Thickness error | $V'$ (V) | First-order estimate (V) |
|---:|---:|---:|---:|
| −10% | −5% | 1528 | 1538 |
| −10% | +5% | 1618 | 1613 |
| +10% | −5% | 1393 | 1388 |
| +10% | +5% | 1453 | 1463 |

The lowest voltage occurs when the layer is too heavily doped and too thin. Its loss is 107 V, about 7% of the nominal voltage. The term $-nt$ is positive when the errors have opposite signs, which is why the first-order estimate is slightly low in those two rows. Equal fractional errors of the same sign cancel to first order.

## Part (e)

**Question.** How do the sensitivities change if the peak field at breakdown depends on doping, or if conductivity is not proportional to doping? Compare the model with a real device.

**Answer.** *Peak field.* Replace the fixed critical field by the avalanche condition

$$\int_0^W A\,e^{-b/E(x)}\,dx=1,$$

with one effective ionization coefficient for both carriers. Take the rough value $b=25$ MV/cm. Choosing $A=1.93\times10^8$ cm⁻¹ makes the nominal layer break down at a peak field $E_0=2.5$ MV/cm.

Since $dx=-(\varepsilon/qN)\,dE$, the condition becomes

$$\int_{E(W)}^{E_0}A\,e^{-b/E}\,dE=\frac{qN}{\varepsilon}.$$

The exponential is $e^{-30}$ at the far end and $e^{-10}$ at the junction, so the lower limit has negligible influence and $E_0$ depends essentially on $N$ alone. Differentiating, $A\,e^{-b/E_0}\,dE_0=q\,dN/\varepsilon$. With $qNW/(\varepsilon E_0)=2/3$,

$$e_N=\frac{d\ln E_0}{d\ln N}=\frac{2/3}{AWe^{-b/E_0}}=\frac{0.667}{7.90}=0.084.$$

Heavier doping narrows the high-field region, so a higher peak is needed for the same total ionization. This adds $E_0We_N$ to $N\,\partial V/\partial N$. Division by $V=2E_0W/3$ gives

$$S_N=-\frac12+\frac32e_N=-0.37,$$

while $S_W$ remains 0.50. The original layer is then no longer the resistance optimum.

Numerical minimization of $R$ at 1500 V under the avalanche condition moves the design to $W=9.36$ µm and $N=1.07\times10^{16}$ cm⁻³, where $S_N=-0.434$ and $S_W=+0.434$. The values are still opposite, because relation 2 needs only stationarity and $R\propto W/N$. Their size is no longer one-half, because $V$ no longer has the form $Wf(NW)$.

*Conductivity.* Return to fixed $E_c$, and let conductivity vary locally as $N^c$. A step that keeps $R$ constant has $d\ln W=c\,d\ln N$, so relation 2 becomes $S_N+cS_W=0$. With $S_W=1+S_N$, the re-optimized layer has

$$S_N=-\frac{c}{1+c},\qquad S_W=\frac1{1+c}.$$

As a rough model, let mobility vary as $[1+(N/2\times10^{17}\ \mathrm{cm^{-3}})^{0.76}]^{-1}$. Take one uncompensated donor level 0.08 eV deep, with degeneracy 2 and a conduction-band density of states of $1.7\times10^{19}$ cm⁻³ at 300 K, growing as $T^{3/2}$. Numerical re-optimization gives $c=0.905$ at 300 K, hence sensitivities of $-0.475$ and $+0.525$. At 450 K, with the doping factor of the mobility held unchanged, they are $-0.480$ and $+0.520$. The later digits depend on these choices. If only the lattice part of the inverse mobility grows as $T^{2.4}$, $S_N$ at 450 K becomes $-0.49$. If the donors are shared equally between two sites, 61 and 126 meV deep, then $c=0.87$ and $S_N=-0.465$ at 300 K. If the original layer is kept, its breakdown sensitivities do not change, since $V$ does not contain the conductivity.

*Comparison with a real device.* A drift layer about 10 µm thick, doped near $10^{16}$ cm⁻³, is of the size used in silicon carbide devices rated around 1200 V, so the example is not far from typical. The resistance of 0.61 mΩ cm² belongs to the drift layer alone; a transistor adds its channel, substrate and contacts. If mobility also falls as $T^{-2.4}$, a rough law, the resistance of the same layer rises by a factor of 2.6 from 300 to 450 K; the two variants above lower this to between 2.3 and 2.5. The fixed critical field is also an approximation, and it affects the sensitivities: the rough avalanche model moves $S_N$ from $-0.50$ to $-0.37$ at the same design. Electrons and holes in silicon carbide have different ionization coefficients, so this shift illustrates the effect and is not a prediction for a particular device. It is probably too small: common empirical laws for the critical field, such as $E_c\propto N^{1/8}$, have $e_N$ between about 0.11 and 0.125, which gives $S_N$ between $-0.34$ and $-0.31$. An error in the assumed value of $E_c$ also matters. With $N$ and $W$ held, a true value 10% lower gives $(S_N,S_W)=(-0.59,0.41)$, and one 10% higher gives $(-0.43,0.57)$. Field crowding at the device edge lowers the breakdown voltage. It would leave both logarithmic sensitivities unchanged only if it multiplied $V$ by a constant. If it multiplies the peak field by a constant, it acts as a lower $E_c$: a 10% enhancement lowers $V$ by 14% and gives $(S_N,S_W)=(-0.58,0.42)$.

Numerical values quoted here were computed with a short program.
